# Where hot carriers heat the lattice: a comment on local Joule heating

**The argument under review**

A manuscript on heating near the drain of a silicon transistor reasons as follows. "The field supplies the electrons with power $JF$ per unit volume. In the steady state the electrons cannot accumulate energy. Each volume element must therefore pass $JF$ to the lattice, and the strongest phonon source lies where $JF$ is largest."

The first two sentences are sound. Does the third follow from them?

I take one-dimensional electron flow, with $x$ pointing along the electron drift. $J$ and $F$ are the magnitudes of current density and field, and $q>0$ is the elementary charge. The field is given and already includes the effect of space charge. There is no generation or recombination, so $J$ is independent of $x$. Band edges and lattice temperature are uniform apart from the potential that produces $F$. The lattice heating $H(x)$ means the net power per volume given to phonons. It is not the lattice temperature, which also depends on heat conduction and boundaries.

**The missing term**

Let $W$ be the kinetic energy density of the electrons and $S$ their kinetic energy flux. Energy conservation in a thin slab reads

$$\frac{\partial W}{\partial t}+\frac{dS}{dx}=JF-H .$$

The steady state removes $\partial W/\partial t$. It does not remove $dS/dx$, so

$$H=JF-\frac{dS}{dx}. \tag{1}$$

An element can store nothing and still export energy to its neighbour. The manuscript's inference needs a uniform energy flux. That holds in a uniform field far from contacts, but there $JF$ has no peak whose position could be discussed.

Equation (1) also fixes how far the heat moves on average. Write $F=F_b+f$, where $F_b$ is a uniform background and $f$ a localized peak, and write $H=JF_b+h$. Suppose that the electrons are in the same relaxed background state at both ends $x_1$ and $x_2$, with energy flux $S_\infty$. Integrating (1) gives $\int h\,dx=J\int f\,dx$: the total heat is unchanged. Multiplying (1) by $x$ and integrating by parts gives

$$\int_{x_1}^{x_2}x(h-Jf)\,dx=-\big[xS\big]_{x_1}^{x_2}+\int_{x_1}^{x_2}S\,dx
=\int_{x_1}^{x_2}(S-S_\infty)\,dx ,$$

because the boundary term equals $S_\infty(x_2-x_1)$. Dividing by the total excess power yields the displacement of the centroid,

$$D=\frac{\int (S-S_\infty)\,dx}{J\int f\,dx}. \tag{2}$$

No relaxation time has been assumed. Where carriers transport excess energy downstream, $D$ is positive.

**A finite relaxation length**

To find the shape of $H$ we need a relation between energy flux and loss. For a drifting Maxwell distribution with electron temperature $T_e$ in a nondegenerate parabolic band, the energy carried per electron is $\tfrac52kT_e$: the mean thermal energy $\tfrac32kT_e$ plus the pressure work $kT_e$. The factor $\tfrac52$ belongs to this assumed distribution. If the momentum scattering time varies as $E^r$, it becomes $\tfrac52+r$, for example 2 for acoustic scattering, and the length $\lambda$ below scales in proportion. I neglect the kinetic energy of the drift and, for now, heat conduction within the electron gas. With lattice temperature $T_L$, define

$$u=\tfrac52k(T_e-T_L),\qquad S-S_L=\frac{J}{q}u ,$$

where $S_L$ is the constant flux at $T_e=T_L$. If the excess thermal energy relaxes in a time $\tau$, and $n=J/(qv)$ is the density at drift speed $v$, then

$$H=n\,\frac{\tfrac32k(T_e-T_L)}{\tau}
=\frac{J}{qv}\,\frac{3u}{5\tau}=\frac{J}{q}\,\frac{u}{\lambda},\qquad
\lambda=\tfrac53v\tau .$$

Take $v$ and $\tau$, and hence $\lambda$, to be constant. Then $S-S_L=\lambda H$, and (1) becomes

$$\lambda\frac{dH}{dx}=JF-H. \tag{3}$$

The background satisfies (3) by itself, since $H=JF_b$ there. Subtracting it leaves $\lambda h'+h=Jf$. Multiplication by $e^{x/\lambda}/\lambda$ turns the left side into the derivative of $e^{x/\lambda}h$. Integration from far upstream, with $s=x-x'$, gives

$$h(x)=J\int_0^\infty \frac{e^{-s/\lambda}}{\lambda}\,f(x-s)\,ds. \tag{4}$$

Heat at $x$ is thus paid for by work done at upstream points. The weight has unit area, so the total is conserved, and its mean is $\int_0^\infty s\,e^{-s/\lambda}ds/\lambda=\lambda$, so the centroid moves by $D=\lambda$.

The peak obeys a different rule. Setting $h'=0$ in (3) gives $h=Jf$, or equally $H=JF$: within this model, the heating is largest where its curve crosses that of the electrical power. Let $f$ rise smoothly to a single maximum at $x=0$ and then fall to zero. For $x\le0$, (4) averages values smaller than $f(x)$, so $h<Jf$ and $h'>0$. The heating is still increasing at the field maximum. Downstream, differentiating (3) at a stationary point gives $\lambda h''=Jf'<0$. Every stationary point is therefore a maximum, and there can be just one. It lies on the falling side of the field.

**A Gaussian field**

Let $f=F_0e^{-x^2/2\sigma^2}$. Dividing (4) by $Jf(x)$ gives

$$\frac{h}{Jf}=\frac1\lambda\int_0^\infty
\exp\!\left[-\frac{s^2}{2\sigma^2}-\beta s\right]ds,\qquad
\beta=\frac1\lambda-\frac{x}{\sigma^2}.$$

Complete the square, $s^2/2\sigma^2+\beta s=(s+\beta\sigma^2)^2/2\sigma^2-\beta^2\sigma^2/2$, and substitute $t=(s+\beta\sigma^2)/(\sqrt2\,\sigma)$. The lower limit becomes $z=\beta\sigma/\sqrt2$, and

$$\frac{h}{Jf}=\sqrt{\frac{\pi}{2}}\,\frac{\sigma}{\lambda}\,e^{z^2}\operatorname{erfc}z,
\qquad z=\frac{1}{\sqrt2}\left(\frac{\sigma}{\lambda}-\frac{x}{\sigma}\right). \tag{5}$$

The peak is where the right side equals one.

For $\lambda\ll\sigma$, repeated integration by parts of (4) gives $h/J=f-\lambda f'+\lambda^2f''-\lambda^3f'''+\dots$. Put $\xi=x/\sigma$ and $\epsilon=\lambda/\sigma$. Inserting the Gaussian derivatives into $h'=0$ and cancelling the common factor $-f/\sigma$ gives

$$\xi+\epsilon(\xi^2-1)+\epsilon^2(\xi^3-3\xi)+\epsilon^3(\xi^4-6\xi^2+3)+\dots=0 .$$

The first order gives $\xi=\epsilon$. With $\xi=\epsilon+c\epsilon^3$, the third-order terms are $c+1-3+3=0$, so $c=-1$ and

$$x_{\rm peak}\simeq\lambda-\frac{\lambda^3}{\sigma^2}. \tag{6}$$

The manuscript's rule is recovered as $\lambda/\sigma\to0$. Solving (5) numerically at $\lambda/\sigma=0.05$ gives 0.990 for the coefficient of the correction, in place of one.

For $\lambda\gg\sigma$, the exponential weight hardly changes across the field peak. Just beyond that peak $h\simeq JF_0\sigma\sqrt{2\pi}/\lambda$, and the crossing condition gives, to leading logarithmic order,

$$x_{\rm peak}\simeq\sigma\sqrt{2\ln\!\left(\frac{\lambda}{\sigma\sqrt{2\pi}}\right)} .$$

The peak now moves far less than the centroid. Long relaxation mainly creates a low, extended tail. Quoting $\lambda$ as the peak displacement would replace one error by another.

**Numbers for a drain-side field**

Consider $F_0=0.30$ MV/cm, $\sigma=15$ nm and $F_b=0.02$ MV/cm. The voltage across the Gaussian part is

$$F_0\sigma\sqrt{2\pi}=(0.030\ \mathrm{V/nm})(15\ \mathrm{nm})(2.507)=1.13\ \mathrm V .$$

With the rough typical values $v=1.0\times10^7$ cm/s, which is $0.10$ nm/fs, and $\tau=0.30$ ps,

$$\lambda=\tfrac53(0.10\ \mathrm{nm/fs})(300\ \mathrm{fs})=50\ \mathrm{nm}.$$

At the field maximum, (5) gives $h/(Jf)=0.30$: the lattice there receives 30% of the local excess electrical power. The heating peaks at 19 nm. Its height follows from the crossing rule,

$$\frac{h_{\max}}{JF_0}=\exp\!\left[-\frac12\left(\frac{19}{15}\right)^2\right]=0.45 .$$

Beyond $x=30$ nm the field does 2.3% of the excess work, but 57% of the excess heat is released there.

With constant $\lambda$, the position of the heat peak, unlike the centroid displacement, also depends on the field's shape. Take a normalized field that rises as $e^{x/20}$ up to $x=0$ and then falls as $1-x/10$ to zero at 10, with $x$ in nm. Keep $\lambda=50$ nm and measure $h$ in units of $J$ times the maximum field. Equation (4) gives $h(0)=(1/50)/(1/20+1/50)=2/7$. On the falling side, (3) reads $50h'+h=1-x/10$, whose solution is

$$h=6-\frac{x}{10}-\frac{40}{7}e^{-x/50}.$$

Setting $h'=0$ gives $e^{-x/50}=7/8$, so $x=6.7$ nm. Direct integration on a 0.25 nm grid puts the peak at 6.75 nm and the centroid displacement at 50 nm. A steep fall of the field holds the heat peak close by, while the energy still travels.

**Does electron heat conduction undo the shift?**

One could object that conduction sends energy upstream as well. Add a conductive flux $-\kappa\,dT_e/dx$, with constant $\kappa$. Since $dT_e/dx=(2/5k)u'$, the excess flux becomes $(J/q)(u-au')$ with $a=2q\kappa/(5kJ)$, and

$$u'-au''+\frac{u}{\lambda}=qf \tag{7}$$

for the excess over the background. For a point source the solution is $e^{px}$ upstream and $e^{-mx}$ downstream. Inserting $e^{rx}$ gives $ar^2-r-1/\lambda=0$, whose roots are $r=p$ and $r=-m$. Their sum and product give

$$p-m=\frac1a,\qquad pm=\frac1{a\lambda}.$$

The heating kernel $K$ is continuous and has unit area, so its amplitude is $pm/(p+m)$. Its mean is

$$\frac{pm}{p+m}\left(\frac1{m^2}-\frac1{p^2}\right)=\frac{p-m}{pm}=\lambda .$$

Conduction with constant $\kappa$ leaves the centroid displacement unchanged.

For a symmetric single-peaked field the heat peak also stays downstream. Since $f'$ is odd,

$$\frac{h'(x)}{J}=\int_0^\infty|f'(y)|\,[K(x+y)-K(x-y)]\,dy .$$

For $x\le0$, the point $x-y$ lies upstream and at least as far from the origin as $x+y$. Because $p>m$, the kernel decays faster upstream, so the bracket is positive. Thus $h$ is still rising at $x=0$.

To estimate $a$, I take $\kappa=\tfrac52n\mu k^2T_e/q$ with mobility $\mu=v/F_0$, which gives $a=kT_e/(qF_0)$. The excess heating alone gives $kT_e\simeq0.295$ eV at the heat peak, so $a=0.295/0.030=9.8$ nm. The background field, left out of this estimate, would add about 0.04 eV to $kT_e$. The peak then lies at about 14 nm instead of 19 nm, with the centroid still displaced by 50 nm.

These distances hold for constant $\kappa$. Strictly, a constant drift speed in a varying field means $\mu=v/F(x)$, so $\kappa$ is larger where the field is weak. If $\kappa$ follows the local field and electron temperature, with the background included, $a$ becomes $kT_e(x)/(qF(x))$. Solving the energy balance numerically with this $a$ puts the peak at about 8.5 nm and displaces the centroid by about 68 nm. The shift is still downstream, but its size depends on how conduction is modelled.

**Without an assumed relaxation length**

The remaining objection is that (3) builds in the delay. I therefore followed 8000 individual electrons through the same field in a Monte Carlo solution of the Boltzmann equation. They start with thermal energies 180 nm upstream of the field peak. They are accelerated, scatter, and exchange energy with phonons at rates set by their own energy. Neither $\tau$ nor $\lambda$ enters.

The silicon model has one isotropic band of mass $0.32\,m_e$ and nonparabolicity 0.5 eV$^{-1}$. It has elastic acoustic scattering (deformation potential 9 eV, sound speed 9000 m/s) and one effective 60 meV phonon with coupling $1.2\times10^9$ eV/cm. These are rough typical values. This is a model calculation, neither a full-band result nor a measurement.

At 300 K the heat peak lies at 21 nm and the centroid displacement is $36.2\pm0.6$ nm, where the error is statistical. The heat moment and the energy-flux moment, with boundary terms kept, differ by $0.45\pm0.42$ nm, consistent with the zero difference that the integrated balance requires. The energy flux differs by 0.003 eV per electron between the ends of the recording window, $-60$ and 300 nm. At the far end this corresponds to $0.003\times300/1.13\simeq0.8$ nm in the centroid, a rough measure of the error from the finite recording window. Shortening the mean free-flight step from 4 to 2.5 fs changes the centroid by 0.1 nm and the peak by $-0.2$ nm, both within the statistical error.

Beyond 30 nm, 48% of the excess heat is released. At the field maximum the lattice receives 34% of the total local $JF$. The delay therefore survives when the relaxation-time closure is removed.

A single length does not describe the whole profile, however. Inserting $\lambda=36.2$ nm into (5) puts the peak at 17 nm, short of the 21 nm found. To see why, define a local length $\ell(x)=(S-S_\infty)/h$. Equation (1) becomes $(\ell h)'=Jf-h$, and at the heat peak, where $h'=0$,

$$\ell'=\frac{Jf}{h}-1. \tag{8}$$

The calculated peak heating is 0.686 of the largest $JF$. Hence $h/J=0.686\times0.32-0.02=0.20$ MV/cm, while at 21 nm $f=0.11$ MV/cm. Equation (8) gives $\ell'\simeq-0.4$: the length is shrinking there, and the heating continues to rise after it has crossed $JF$. The local values are consistent with this: $\ell=55$ nm at the field maximum and 31 nm at $x=100$ nm, although two points do not show how $\ell$ varies between them. By (2), $D$ is the heat-weighted mean of $\ell$.

Part of the change comes from speed. Heat per unit length and per electron is the energy-loss rate divided by the mean speed. That speed is $1.17\times10^7$ cm/s at the field maximum and $0.76\times10^7$ cm/s at 100 nm; in between it dips lower, to about $0.6\times10^7$ cm/s from 20 to 40 nm, at and just beyond the heat peak. At an equal loss rate, electrons at the 100 nm speed would deposit about 1.5 times as much energy per nanometre as those at the field maximum.

The role of phonon scattering can be tested directly. With field, mass and temperature held fixed, I doubled the optical-phonon scattering rates at every energy. The centroid displacement fell from 36 to 21 nm and the peak moved from 21 to 15 nm. Stronger phonon scattering brings the heat closer to the place where the work is done. The test does not separate faster energy loss from a change in drift speed, because the same collisions also randomize the momentum. The output labels this run "phonon coupling doubled"; the rates were doubled, not the coupling constant in eV/cm.

**Bearing on a real transistor**

A field of a few tenths of MV/cm over some tens of nanometres, with a drop near 1 V, is a reasonable rough picture of the drain side of a short silicon transistor. The current density used to set the scale, 1 MA/cm², is low for a strongly conducting device: 1 mA/µm flowing through a 3 nm layer is about 33 MA/cm². At 1 MA/cm² the largest $JF$ is $3.2\times10^{11}$ W/cm³ and the largest heating $2.2\times10^{11}$ W/cm³. The carrier density is then 0.023 of the effective band density at 300 K, counting silicon's six valleys of mass $0.32\,m_e$ each. Multiplying the current by 33 at fixed speed raises this ratio to about 0.8, and the nondegenerate treatment is no longer safe for electrons near the lattice temperature. Hot electrons near the field peak spread over many more states and are much less affected.

Real silicon valleys are anisotropic. Lowering the isotropic mass to $0.26\,m_e$, with the field and coupling constants fixed, moves the centroid displacement from 36 to 51 nm and the peak from 21 to 25 nm. This overstates the effect of anisotropy, because it also lowers the density of states and with it every scattering rate. Ellipsoidal valleys with masses $0.92$ and $0.19\,m_e$ keep the density-of-states mass at $0.32\,m_e$ and, for a field along a cube axis, give about 38 and 22 nm. The distances are sensitive mainly to the assumed scattering strength, at the level of tens of per cent, although their sign is unchanged. At a lattice temperature of 400 K the centroid displacement is 32 nm and the peak lies at 20 nm.

Three other omissions are small for these inputs. An assumed ionization rate of $10^{12}$ s$^{-1}$eV$^{-2}$ times the squared energy above 1.12 eV gives about $10^{-4}$ ionizations per electron. The band-to-band tunnelling exponent is about 82 in the two-band direct-gap formula, and about 98 for the matched parabolic bands that better suit silicon's indirect gap, for a reduced mass of $0.15\,m_e$ if the largest field is taken as uniform; the fall of the field along the tunnelling path makes it larger still, and tunnelling weaker. An optical phonon moving at 1 nm/ps for 3 ps travels 3 nm before it decays. The phonon occupations are held at the lattice temperature throughout; reabsorption of emitted phonons, which grows with current, is not included.

The drain itself is also simplified. I continued the 0.02 MV/cm background into it, whereas a real drain has a much lower field and many cold electrons. Collisions with them share out the energy but do not remove it from the electron gas, so (1) still holds for all electrons together. The resulting change in the displacement has not been calculated.

**Requested revision**

The manuscript should replace $H=JF$ by (1) and state how $S$ is obtained. The local rule may be kept where the energy relaxation length is much shorter than the distance over which the field varies. For the field considered here that condition fails, and the map of $JF$ cannot serve as the map of phonon generation. The output of the main calculations follows.

## Table of computed values

```
Gaussian peak field = 0.30 MV/cm; width = 15.0 nm
background field = 0.02 MV/cm
voltage drop of Gaussian part = 1.128 V
model speed = 1.0e+07 cm/s; tau = 0.30 ps
model relaxation length = 50.0 nm
model heat peak, downstream of field peak = 19.00 nm
model H/(JF) at field peak, no background = 0.301
model peak H / peak JF, no background = 0.448
field power beyond 30 nm, Gaussian part = 2.3 %
model heat beyond 30 nm, Gaussian part = 57.1 %
small-length correction coefficient at lam/sigma=0.05 = 0.990
skewed field: centroid shift = 50.00 nm; peak shift = 6.75 nm
conduction estimate: k Te = 0.295 eV; a = 9.8 nm
with conduction: centroid = 50.00 nm; peak = 13.75 nm
MC band mass = 0.32 m_e; nonparabolicity = 0.50 1/eV
MC phonon = 60 meV; coupling = 1.20e+09 eV/cm
MC acoustic potential = 9.0 eV; sound = 9000 m/s
MC heat centroid shift = 36.2 +/- 0.6 nm
MC heat peak position = 21.1 +/- 0.2 nm
MC heat minus flux moment = 0.45 +/- 0.42 nm
MC energy-balance residual = -0.0001 eV per electron
MC end-to-end energy-flux change = 0.0031 eV per electron
MC H/(JF) at field peak = 0.341
MC peak H / peak JF = 0.686
MC excess heat beyond 30 nm = 48.5 %
MC local energy length at 0 nm = 55.3 nm
MC local energy length at 100 nm = 31.0 nm
MC speed at field peak = 1.17e+07 cm/s
MC speed at 100 nm = 7.59e+06 cm/s
one-length model peak using MC centroid = 16.6 nm
shorter free flights: centroid = 36.3 +/- 1.0 nm; peak = 20.9 +/- 0.8 nm
mass 0.26: centroid = 51.2 +/- 0.6 nm; peak = 25.2 +/- 0.4 nm
lattice at 400 K: centroid = 32.4 +/- 0.8 nm; peak = 19.9 +/- 0.6 nm
phonon coupling doubled: centroid = 21.3 +/- 0.7 nm; peak = 14.8 +/- 0.6 nm
change on shortening flights: centroid = 0.1 nm; peak = -0.2 nm
current density = 1.0 MA/cm2
peak JF = 3.20e+11 W/cm3
MC peak heating = 2.20e+11 W/cm3
impact ionizations per electron, rough rate = 9.10e-05
band-to-band tunnelling exponent, mass 0.15 m_e = 81.6
carrier density / band density = 0.023
optical-phonon travel, 1 nm/ps for 3 ps = 3.0 nm
```
